# The D2M delay metric for a uniform open RC line: verification in Python

```python
"""Result under test: for a uniform RC line, ideal step drive, open far end,
D2M = ln2*m1^2/sqrt(m2) = ln2*sqrt(3/10)*RC, close to the exact 50% delay.
H(s) = 1 - m1*s + m2*s^2 - ... defines m1 and m2 (m2 is half the raw second
time moment). R, C: total line resistance and capacitance. Time is in units
of RC and position xi in units of line length unless a unit is named.
rho = driver resistance / R, gamma = load capacitance / C.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

LN2 = np.log(2.0)


def d2m(m1, m2):
    return LN2 * m1**2 / np.sqrt(m2)


def line_moments(xi):
    return xi - xi**2 / 2, xi / 3 - xi**3 / 6 + xi**4 / 24


def loaded_moments(rho, gamma):
    b1 = 0.5 + rho + gamma + rho * gamma
    b2 = 1 / 24 + (rho + gamma) / 6 + rho * gamma / 2
    return b1, b1**2 - b2


def half_time(rate, amp):
    """Time at which the remaining deviation 1-v has fallen to one half."""
    return brentq(lambda t: amp @ np.exp(-rate * t) - 0.5,
                  1e-3, 5 / rate.min(), xtol=1e-13)


k = (2 * np.arange(200) + 1) * np.pi / 2


def series_amp(xi):
    return 2 / k * np.sin(k * xi)


def ladder(rho=0.0, gamma=0.0, n=240):
    """Conductance and capacitance matrices of a discretized line."""
    g = n * (2 * np.eye(n + 1) - np.eye(n + 1, k=1) - np.eye(n + 1, k=-1))
    g[0, 0] = g[-1, -1] = n
    cap = np.full(n + 1, 1 / n)
    cap[0] = cap[-1] = 0.5 / n
    cap[-1] += gamma
    if rho > 0:
        g[0, 0] += 1 / rho
        return g, np.diag(cap)
    return g[1:, 1:], np.diag(cap[1:])


def ladder_modes(g, cap, start, node):
    rate, q = eigh(g, cap)
    return rate, q[node] * (q.T @ cap @ start)


# Far-end moments: symbolic expansion and time integrals of the ladder response
z = sp.symbols("z")
expansion = sp.series(1 / sp.cosh(z), z, 0, 6).removeO()
m1, m2 = line_moments(1.0)
assert abs(float(-expansion.coeff(z, 2)) - m1) < 1e-14
assert abs(float(expansion.coeff(z, 4)) - m2) < 1e-14
g0, c0 = ladder()
rate0, amp0 = ladder_modes(g0, c0, np.ones(len(g0)), -1)


def deviation0(t):
    return amp0 @ np.exp(-rate0 * t)


int1 = quad(deviation0, 0, 15, limit=200)[0]
int2 = quad(lambda t: t * deviation0(t), 0, 15, limit=200)[0]
assert abs(int1 - m1) < 1e-5 and abs(int2 - m2) < 1e-5
metric = d2m(int1, int2)
closed = LN2 * np.sqrt(0.3)
assert abs(metric - closed) < 3e-5

# Exact delay: mode series against ladder; slowest mode alone
amp_end = series_amp(1.0)
t50 = half_time(k**2, amp_end)
assert abs(t50 - half_time(rate0, amp0)) < 2e-5
one_mode_t50 = 4 / np.pi**2 * np.log(8 / np.pi)
assert 0 < one_mode_t50 - t50 < 1e-4
error_pct = 100 * (closed / t50 - 1)
assert 0.1 < error_pct < 0.4

# Cancellation between slowest-mode excess and higher modes
assert abs(np.sum(amp_end / k**2) - m1) < 1e-6
assert abs(np.sum(amp_end / k**4) - m2) < 1e-6
slow_m1, slow_m2 = amp_end[0] / k[0]**2, amp_end[0] / k[0]**4
slow_metric = d2m(slow_m1, slow_m2)
assert slow_metric > 1.05 * t50 and slow_m1 > m1

# Accuracy along the line
positions = []
for xi in (0.25, 0.5, 0.75, 1.0):
    node = round(240 * xi) - 1
    rate, amp = ladder_modes(g0, c0, np.ones(len(g0)), node)
    a1, a2 = line_moments(xi)
    assert abs(np.sum(amp / rate) - a1) < 1e-5
    assert abs(np.sum(amp / rate**2) - a2) < 1e-5
    exact = half_time(k**2, series_amp(xi))
    assert abs(exact - half_time(rate, amp)) < 2e-5
    positions.append((xi, d2m(a1, a2), exact))
excess = [p[1] / p[2] - 1 for p in positions]
assert excess[0] > 0.2 and excess[0] > excess[1] > 0.02

# The error has a small positive minimum inside the outer half of the line
scan = np.linspace(0.5, 1.0, 51)
scan_error = np.array([d2m(*line_moments(x)) / half_time(k**2, series_amp(x)) - 1
                       for x in scan])
best = int(np.argmin(scan_error))
assert 0 < best < len(scan) - 1
assert 0 < scan_error[best] < scan_error[-1] < scan_error[0]

# Single-pole limit: a very resistive driver makes the metric exact
gl, cl = ladder(rho=200.0)
rate, amp = ladder_modes(gl, cl, np.ones(len(gl)), -1)
lumped = d2m(np.sum(amp / rate), np.sum(amp / rate**2))
assert abs(lumped / half_time(rate, amp) - 1) < 2e-4

# Worked example: rough values for a narrow copper wire
width, thick, length = 40.0, 80.0, 200.0      # nm, nm, um
resistivity, cap_um = 4.5, 0.2               # uOhm cm, fF/um
r_um = resistivity * 1e-8 / (width * thick * 1e-18) * 1e-6
R, C = r_um * length, cap_um * length         # Ohm, fF
RC = R * C * 1e-3                            # ps

# Repeater resistance and gate load
driver, load = 1000.0, 2.0                    # Ohm, fF
rho, gamma = driver / R, load / C
gl, cl = ladder(rho, gamma)
rate, amp = ladder_modes(gl, cl, np.ones(len(gl)), -1)
l1, l2 = loaded_moments(rho, gamma)
assert abs(np.sum(amp / rate) - l1) < 1e-5
assert abs(np.sum(amp / rate**2) - l2) < 3e-5
t_loaded = half_time(rate, amp)


def loaded_step(s):
    th = mp.sqrt(s)
    return 1 / (s * (mp.cosh(th) * (1 + s * rho * gamma)
                     + s * (rho + gamma) * mp.sinh(th) / th))


assert abs(mp.invertlaplace(loaded_step, t_loaded, method="talbot") - 0.5) < 1e-4
loaded_metric = d2m(l1, l2)

# Neighbours in a periodic bus: direction +1 with the wire, -1 against it
coupling = 0.6
gs, cs = ladder(n=120)
bus_g = np.kron(np.eye(2), gs)
bus_c = np.kron(np.array([[1, -coupling], [-coupling, 1]]), cs)
bus = {}
for direction in (1, -1):
    start = np.concatenate([np.ones(120), direction * np.ones(120)])
    rate, amp = ladder_modes(bus_g, bus_c, start, 119)
    bus[direction] = half_time(rate, amp)
    assert abs(bus[direction] - (1 - direction * coupling) * t50) < 5e-5

# Temperature: only the phonon part of the resistivity is taken to rise
phonon_slope, heating = 0.0068, 80.0          # uOhm cm/K, K
hot_factor = 1 + phonon_slope * heating / resistivity

# Linear input ramp, delay between the two 50% points
ramp_ps = 40.0
T = ramp_ps / RC


def ramp_deviation(t):
    return np.sum(amp_end / k**2
                  * (np.exp(-k**2 * (t - T)) - np.exp(-k**2 * t))) / T


t_cross = brentq(lambda t: ramp_deviation(t) - 0.5, T, 5.0)
window_mean = quad(deviation0, t_cross - T, t_cross)[0] / T
assert abs(window_mean - 0.5) < 2e-5
t_ramp = t_cross - T / 2

# Series inductance: each mode becomes a damped second-order response
ind_um = 0.5                                 # pH/um
LC = ind_um * length * C * 1e-3               # ps^2
lam = LC / RC**2
root = np.sqrt(1 - 4 * lam * k**2 + 0j)
fast, slow = (1 + root) / (2 * lam), 2 * k**2 / (1 + root)


def rlc_deviation(t):
    return np.sum(amp_end * (fast * np.exp(-slow * t) - slow * np.exp(-fast * t))
                  / (fast - slow)).real


t_rlc = brentq(lambda t: rlc_deviation(t) - 0.5, 0.1, 2.0, xtol=1e-13)


def rlc_step(s):
    return 1 / (s * mp.cosh(mp.sqrt(s * (1 + lam * s))))


assert abs(mp.invertlaplace(rlc_step, t_rlc, method="talbot") - 0.5) < 1e-6

print(f"m1 from time integral: {int1:.5f} RC")
print(f"m2 from time integral: {int2:.5f} (RC)^2")
print(f"D2M closed form: {closed:.5f} RC")
print(f"D2M from integrated moments: {metric:.5f} RC")
print(f"exact 50% delay: {t50:.5f} RC")
print(f"slowest-mode 50% delay: {one_mode_t50:.5f} RC")
print(f"D2M error: {error_pct:+.3f} %")
print(f"m1 alone (Elmore): {m1:.4f} RC; ln2*m1: {LN2 * m1:.4f} RC")
print(f"wrong D2M with raw second moment: {d2m(m1, 2 * m2):.4f} RC")
print(f"slowest-mode m1: {slow_m1:.5f} RC, m2: {slow_m2:.5f} (RC)^2")
print(f"D2M from slowest mode only: {slow_metric:.5f} RC")
for (xi, dm, ex), e in zip(positions, excess):
    print(f"xi={xi:.2f}: D2M {dm:.4f} RC, exact {ex:.4f} RC, error {100*e:+.2f} %")
print(f"least error in outer half: {100 * scan_error[best]:+.3f} % "
      f"at xi={scan[best]:.2f}")
print(f"wire: {width:.0f} nm x {thick:.0f} nm x {length:.0f} um")
print(f"resistivity: {resistivity:.1f} uOhm cm; capacitance: {cap_um:.1f} fF/um")
print(f"resistance per length: {r_um:.2f} Ohm/um")
print(f"R: {R:.1f} Ohm; C: {C:.1f} fF; RC: {RC:.2f} ps")
print(f"D2M delay: {closed * RC:.2f} ps")
print(f"exact delay: {t50 * RC:.2f} ps")
print(f"D2M minus exact: {(closed - t50) * RC:.3f} ps")
print(f"driver: {driver:.0f} Ohm; load: {load:.1f} fF")
print(f"rho: {rho:.4f}; gamma: {gamma:.4f}")
print(f"loaded m1: {l1:.4f} RC; m2: {l2:.4f} (RC)^2")
print(f"loaded exact delay: {t_loaded * RC:.2f} ps")
print(f"loaded D2M: {loaded_metric * RC:.2f} ps")
print(f"loaded D2M error: {100 * (loaded_metric / t_loaded - 1):+.2f} %")
print(f"coupling share of C: {coupling:.2f}")
print(f"delay, neighbours switch with wire: {bus[1] * RC:.2f} ps")
print(f"delay, neighbours switch against: {bus[-1] * RC:.2f} ps")
print(f"phonon slope: {phonon_slope:.4f} uOhm cm/K; heating: {heating:.0f} K")
print(f"delay of heated wire: {hot_factor * t50 * RC:.2f} ps")
print(f"heating effect: {100 * (hot_factor - 1):+.1f} %")
print(f"input ramp, 0 to 100%: {ramp_ps:.0f} ps")
print(f"delay with ramp: {t_ramp * RC:.2f} ps")
print(f"ramp effect: {100 * (t_ramp / t50 - 1):+.2f} %")
print(f"inductance: {ind_um:.1f} pH/um; time of flight: {np.sqrt(LC):.2f} ps")
print(f"inductance effect on delay: {100 * (t_rlc / t50 - 1):+.4f} %")
print("no test failed")
```

Running it gives:

```
m1 from time integral: 0.50000 RC
m2 from time integral: 0.20833 (RC)^2
D2M closed form: 0.37965 RC
D2M from integrated moments: 0.37965 RC
exact 50% delay: 0.37875 RC
slowest-mode 50% delay: 0.37882 RC
D2M error: +0.239 %
m1 alone (Elmore): 0.5000 RC; ln2*m1: 0.3466 RC
wrong D2M with raw second moment: 0.2685 RC
slowest-mode m1: 0.51602 RC, m2: 0.20914 (RC)^2
D2M from slowest mode only: 0.40360 RC
xi=0.25: D2M 0.1166 RC, exact 0.0687 RC, error +69.78 %
xi=0.50: D2M 0.2530 RC, exact 0.2396 RC, error +5.61 %
xi=0.75: D2M 0.3468 RC, exact 0.3467 RC, error +0.03 %
xi=1.00: D2M 0.3797 RC, exact 0.3787 RC, error +0.24 %
least error in outer half: +0.023 % at xi=0.77
wire: 40 nm x 80 nm x 200 um
resistivity: 4.5 uOhm cm; capacitance: 0.2 fF/um
resistance per length: 14.06 Ohm/um
R: 2812.5 Ohm; C: 40.0 fF; RC: 112.50 ps
D2M delay: 42.71 ps
exact delay: 42.61 ps
D2M minus exact: 0.102 ps
driver: 1000 Ohm; load: 2.0 fF
rho: 0.3556; gamma: 0.0500
loaded m1: 0.9233 RC; m2: 0.7344 (RC)^2
loaded exact delay: 77.42 ps
loaded D2M: 77.58 ps
loaded D2M error: +0.20 %
coupling share of C: 0.60
delay, neighbours switch with wire: 17.04 ps
delay, neighbours switch against: 68.17 ps
phonon slope: 0.0068 uOhm cm/K; heating: 80 K
delay of heated wire: 47.76 ps
heating effect: +12.1 %
input ramp, 0 to 100%: 40 ps
delay with ramp: 44.03 ps
ramp effect: +3.33 %
inductance: 0.5 pH/um; time of flight: 2.00 ps
inductance effect on delay: +0.0065 %
no test failed
```
